# Comment on a coalescence analysis of trimethylaluminium dimer

**The argument under review**

The argument concerns the proton NMR spectrum of trimethylaluminium dimer, Al₂Me₆, in a hydrocarbon solvent. At low temperature there are two methyl lines, terminal and bridging, separated by $\Delta\nu=440$ Hz (1.1 ppm at 400 MHz). On warming, the separate bridging maximum disappears at 245 K. The argument then runs as follows.

"Coalescence compares a rate with a frequency separation. Populations affect the areas of the lines, not the condition for merging. Hence

$$k=\frac{\pi\Delta\nu}{\sqrt2}=977\ \mathrm{s^{-1}},$$

and this is the rate constant for dissociation of the dimer. The single peak seen at 245 K lies at the population-weighted mean frequency."

The formula is correct for two equally populated sites, but this dimer has four terminal methyl groups and two bridging ones. Three questions need separate answers: which rate constant is meant, what value it has at coalescence, and where the remaining peak lies.

**There is no single site-to-site rate constant**

Let $k_{tb}$ be the rate constant for a terminal methyl to become bridging, and $k_{bt}$ that for the reverse change. The populations are $p_t=2/3$ and $p_b=1/3$. At equilibrium the two flows balance:

$$p_tk_{tb}=p_bk_{bt},\qquad\text{so}\qquad k_{bt}=2k_{tb}.$$

Define $k_{ex}=k_{tb}+k_{bt}$. Since $p_t+p_b=1$, the balance gives

$$k_{tb}=p_bk_{ex}=\tfrac13k_{ex},\qquad k_{bt}=p_tk_{ex}=\tfrac23k_{ex}.$$

The link to a molecular event needs a mechanism. Suppose that the dimer splits into two AlMe₃ units with rate constant $k_d$, that the monomers are rare and short-lived, and that the three methyls of each become equivalent before a dimer forms again. One methyl in three then becomes bridging, whatever its earlier position. A terminal methyl therefore changes type with probability 1/3 per dissociation and a bridging one with probability 2/3:

$$k_{tb}=\tfrac13k_d,\qquad k_{bt}=\tfrac23k_d,\qquad k_{ex}=k_d.$$

Another mechanism gives another factor. Let one bridge open at a total rate $k_o$ per dimer, and let the three non-bridging methyls on one aluminium scramble before the bridge closes. With probability 2/3 a former terminal methyl takes the bridge. Each event thus converts on average 2/3 of a methyl in each direction. Dividing by four terminal and two bridging methyls gives $k_{tb}=k_o/6$ and $k_{bt}=k_o/3$, hence $k_{ex}=k_o/2$. The two-site line shape depends on $k_{ex}$ and cannot by itself tell these mechanisms apart.

**The line shape for unequal populations**

Assume no resolved coupling between methyls and, for now, no linewidth other than that due to exchange. Let $\omega_t$ and $\omega_b$ be the angular frequencies of the two sites, with $\Delta\omega=\omega_b-\omega_t=2\pi\Delta\nu>0$. After a short pulse the complex transverse magnetizations obey

$$\dot M_t=(i\omega_t-k_{tb})M_t+k_{bt}M_b,$$
$$\dot M_b=(i\omega_b-k_{bt})M_b+k_{tb}M_t,$$

with $M_t(0)=p_t$ and $M_b(0)=p_b$. The absorption is the real part of $m_t+m_b$, where $m_j=\int_0^\infty M_je^{-i\omega t}\,dt$. Because $M_j$ decays, integration by parts turns $\dot M_j$ into $-p_j+i\omega m_j$. With $a=\omega-\omega_t$ and $b=\omega-\omega_b$,

$$(ia+k_{tb})m_t-k_{bt}m_b=p_t,$$
$$-k_{tb}m_t+(ib+k_{bt})m_b=p_b.$$

The determinant of this pair is

$$D=(ia+k_{tb})(ib+k_{bt})-k_{tb}k_{bt}=-ab+i(ak_{bt}+bk_{tb}).$$

Inserting $k_{bt}=p_tk_{ex}$ and $k_{tb}=p_bk_{ex}$ gives

$$D=-ab+ik_{ex}c,\qquad c=p_ta+p_bb=\omega-\bar\omega,$$

where $\bar\omega=p_t\omega_t+p_b\omega_b$. Cramer's rule gives

$$m_t=\frac{ip_tb+k_{bt}}{D},\qquad m_b=\frac{ip_ba+k_{tb}}{D},$$

$$m_t+m_b=\frac{k_{ex}+i(p_tb+p_ba)}{D}.$$

Multiplying above and below by $D^*=-ab-ik_{ex}c$, the real part of the numerator is

$$k_{ex}\left[(p_ta+p_bb)(p_tb+p_ba)-ab\right].$$

The product in the bracket is $p_tp_b(a^2+b^2)+(p_t^2+p_b^2)ab$. Since $p_t^2+p_b^2-1=-2p_tp_b$, the bracket equals $p_tp_b(a-b)^2=p_tp_b\Delta\omega^2$. Therefore

$$I(\omega)=\frac{k_{ex}p_tp_b\Delta\omega^2}{a^2b^2+k_{ex}^2(\omega-\bar\omega)^2}.$$

The populations set more than the areas: they also fix $\bar\omega$, and so the shape of the denominator.

Slow exchange shows this directly. Near the terminal line $b\simeq-\Delta\omega$ and $\omega-\bar\omega\simeq-p_b\Delta\omega$, so

$$I\simeq\frac{p_tk_{tb}}{a^2+k_{tb}^2}.$$

Its full width at half height is $k_{tb}/\pi$ in Hz. The same steps at the bridging line give $k_{bt}/\pi$, twice as much. The areas are in the ratio 2:1, but the heights $p_t/k_{tb}$ and $p_b/k_{bt}$ are in the ratio 4:1 when exchange dominates both widths.

**The condition for losing the second maximum**

Measure frequency from the midpoint towards the terminal line, in units of $\Delta\omega/2$, and call it $u$. The terminal line is at $u=1$, the bridging line at $u=-1$, and the weighted mean at $u=d$, where $d=p_t-p_b$. Then

$$a=(1-u)\frac{\Delta\omega}{2},\quad b=-(1+u)\frac{\Delta\omega}{2},\quad \omega-\bar\omega=(d-u)\frac{\Delta\omega}{2}.$$

With $q=2k_{ex}^2/\Delta\omega^2$, the denominator of $I$ is $(\Delta\omega/2)^4F(u)$, where

$$F(u)=(u^2-1)^2+2q(u-d)^2.$$

The numerator of $I$ is constant, so the spectrum is stationary where $F'(u)=4u(u^2-1)+4q(u-d)=0$, that is,

$$u^3-(1-q)u-qd=0.$$

Three distinct real roots mean two maxima with a minimum between them; one simple real root means one maximum. The change occurs at a repeated root $s$. The cubic has no $u^2$ term, so its roots sum to zero and the third root is $-2s$:

$$(u-s)^2(u+2s)=u^3-3s^2u+2s^3.$$

Comparing coefficients gives $1-q=3s^2$ and $qd=-2s^3$. Eliminating $s$ through $(1-q)^3=27s^6$ and $q^2d^2=4s^6$,

$$4(1-q)^3=27d^2q^2.$$

As $q$ goes from 0 to 1 the left side falls from 4 to 0, while the right side does not fall. There is thus one solution in this range, and none for $q>1$, where the left side is negative.

For equal populations $d=0$ and $q=1$. Then $k_{ex}=\Delta\omega/\sqrt2$, and each one-way constant is half of this, $\pi\Delta\nu/\sqrt2$. This recovers the quoted formula and shows what its $k$ means: a one-way constant, not the sum of two.

For the dimer $d=1/3$, and the condition $4(1-q)^3=3q^2$ expands to

$$4q^3-9q^2+12q-4=0.$$

Put $q=y+3/4$ to remove the square term, and divide by 4:

$$y^3+\frac{21}{16}y+\frac{13}{32}=0.$$

Write $y=A+B$ and choose $AB=-7/16$, which cancels the terms proportional to $A+B$. What remains is $A^3+B^3=-13/32$, while $A^3B^3=-343/4096$. The two cubes are therefore the roots of $z^2+\frac{13}{32}z-\frac{343}{4096}=0$:

$$z=-\frac{13}{64}\pm\sqrt{\frac{169+343}{4096}}=\frac{-13\pm16\sqrt2}{64}.$$

Taking real cube roots,

$$q=\frac{3+\sqrt[3]{16\sqrt2-13}-\sqrt[3]{16\sqrt2+13}}{4}=0.4592.$$

Since $k_{ex}=\Delta\omega\sqrt{q/2}$, coalescence in the dimer requires

$$k_{ex}=3.01\,\Delta\nu,\qquad k_{tb}=1.00\,\Delta\nu,\qquad k_{bt}=2.01\,\Delta\nu.$$

The equal-population value, $2.22\,\Delta\nu$, is none of these.

It is closest to $k_{bt}$, and the opposite limit helps to place that result. When the minor population tends to zero, $d\to1$ and the condition becomes $4(1-q)^3=27q^2$, solved by $q=1/4$. Then $k_{ex}\to\Delta\omega/\sqrt8=\pi\Delta\nu/\sqrt2$, and since $p_t\to1$, $k_{bt}\to k_{ex}$. The old formula thus gives the rate constant for leaving the minor site correctly at both ends, $d=0$ and $d\to1$, provided exchange is the only source of width. The end $d\to1$ needs the natural damping rate of the major line to be small against $p_bk_{ex}$: with lines 2 Hz wide and $\Delta\nu=440$ Hz the formula is 9% too high at $p_b=0.01$ and 58% too high at $p_b=0.001$. At 2:1 it is 11% too high for that constant.

**What the number 977 s⁻¹ does to the barrier**

For $\Delta\nu=440$ Hz the correct sum is $k_{ex}=3.0107\times440=1325\ \mathrm{s^{-1}}$. Apparent activation free energies follow from the Eyring equation with unit transmission coefficient,

$$\Delta G^\ddagger=RT\ln\frac{k_BT}{hk},$$

where $k_B$ is Boltzmann's constant and $h$ is Planck's constant. At a fixed 245 K, using 977 s⁻¹ in place of a true constant $k$ changes the barrier by $RT\ln(k/977\ \mathrm{s^{-1}})$.

| 977 s⁻¹ read as | True value (s⁻¹) | True barrier (kJ/mol) | Barrier error (kJ/mol) |
|---|---:|---:|---:|
| $k_d$ | 1325 | 45.0 | +0.6 |
| $k_{tb}$ | 442 | 47.2 | −1.6 |
| $k_{bt}$ | 883 | 45.8 | −0.2 |

The row for $k_d$ assumes full splitting. As a rate constant for dissociation, 977 s⁻¹ is 26% too low; as $k_{tb}$ it is too high by a factor of 2.21. Doubling it first, on the ground that $k_{ex}=2k$ for equal populations, gives 1955 s⁻¹, which is 48% above the true $k_{ex}$ and lowers the barrier by 0.8 kJ/mol. Even with correct rates, the barriers from $k_{tb}$ and $k_{bt}$ differ by $RT\ln2=1.4$ kJ/mol, so a reported barrier must name its rate constant.

The spectrum itself contradicts $k_{ex}=977\ \mathrm{s^{-1}}$ at coalescence. Evaluated at that rate, the line shape still has two maxima, and the valley lies below the bridging maximum by 7% of the main peak's height.

The error can also be put as a temperature. Keep $\Delta\nu$ fixed, take a rough activation enthalpy of 80 kJ/mol, and scale $k_d$ from its value at 245 K as $T\exp(-\Delta H^\ddagger/RT)$. It then reaches 977 s⁻¹ at 243.2 K. Someone who knew $k_d(T)$ and used the equal-population criterion would predict coalescence 1.8 K too low. The figure depends on the assumed enthalpy: 80 kJ/mol implies a large activation entropy, $+143$ J mol⁻¹ K⁻¹, and 65 kJ/mol would give $+82$ J mol⁻¹ K⁻¹ and an error of 2.2 K.

**Where the remaining peak lies**

The argument's last claim also fails. At coalescence the repeated root is $s=-r$, with $r=(qd/2)^{1/3}=0.425$, and the surviving maximum is at $u=2r$. An offset from the terminal line towards the bridging line is $(1-u)\Delta\nu/2$. The main peak is therefore at

$$(1-2r)\times220\ \mathrm{Hz}=33\ \mathrm{Hz},$$

whereas the weighted mean is at $(1-1/3)\times220=147$ Hz. At the repeated root both $F'$ and $F''$ vanish, so the spectrum has a horizontal inflection there, at $(1+r)\times220=313$ Hz. The bridging maximum has met the valley and left a shoulder; it has not met the terminal maximum. For $d=0$ the three roots coincide at $u=0$, and the two maxima do meet.

The mean is reached in fast exchange. Rewriting the stationary condition as $u-d=u(1-u^2)/q$ and putting $u\simeq d$ on the right gives, for large $q$,

$$u-d\simeq\frac{d(1-d^2)}{q}=\frac{8}{27q}.$$

The distance from the mean thus falls as $1/k_{ex}^2$ when the natural widths are zero or equal. Unequal natural widths add a term that falls only as $1/k_{ex}$ and takes over at high rates.

**Bearing on a real sample**

The separation and coalescence temperature used here are rough values for trimethylaluminium in a hydrocarbon solvent, not a fit to one data set, and the activation enthalpy is an assumed illustrative value. Real lines have a width of their own. Adding 2 Hz to both and locating the loss of the minimum numerically lowers the critical $k_{ex}$ by 0.4%. The shift grows about in proportion to the width, reaching 4% at 20 Hz, and comes mostly from the width of the bridging line; this matters if coupling to quadrupolar ²⁷Al broadens the methyl lines. Including monomer explicitly, with a generously assumed 0.1% of the methyls and an assumed line 440 Hz beyond the terminal one, lowers it by 0.1%. Noise matters more. If a dip smaller than 1% of the main peak cannot be seen, the second maximum seems to vanish at 1238 s⁻¹, 7% below the true critical rate. A separation 5% larger raises the rate inferred at coalescence by 5% and lowers the barrier by 0.1 kJ/mol; reading the temperature 1 K too high raises the computed barrier by 0.2 kJ/mol, and puts it 0.3 kJ/mol above the true barrier at the reported temperature, because with the assumed enthalpy the true barrier falls by 0.14 kJ/mol per kelvin. In this example, then, the error in $k_d$ from the wrong formula exceeds each of these effects, though it equals a thermometer error of only about 2 K.

Solvents that coordinate to aluminium, or exchange through collisions between molecules, need a wider kinetic scheme. In the second case a two-site fit may still give $k_{ex}$, but $k_{ex}$ is then no longer the rate constant for dissociation alone. Splitting into free monomers must also fit the dimer-monomer equilibrium constant $K_c$: the recombination constant $k_d/K_c$ cannot exceed the diffusion limit, roughly $7\times10^9$ M⁻¹ s⁻¹ here, so $k_d=1325$ s⁻¹ needs $K_c$ of at least about $2\times10^{-7}$ M. Rough values for an alkane solvent (dissociation enthalpy near 81 kJ/mol, entropy near 123 J mol⁻¹ K⁻¹ on the mole-fraction scale) give only about $10^{-10}$ M at 245 K. On those values free monomers cannot carry the exchange, and scrambling within a solvent cage or through bridge opening has to be considered.

**Correction requested**

The value 977 s⁻¹ should be replaced by $k_{ex}=1325\ \mathrm{s^{-1}}$, and called $k_d$ only if full splitting is supported by other evidence. The whole line shape should be fitted at several temperatures with the populations held at 2:1. Such a fit uses the shoulder and the unequal widths, and it does not rest on judging the moment when a weak maximum disappears. It still needs the separation and the natural widths as inputs. In fast exchange the fitted rate scales as $\Delta\nu^2$, so a separation 5% too large makes it 10% too high. A natural width taken as 4 Hz instead of 2 Hz shifts it by −17% at $k_{ex}=100$ s⁻¹, by −1% at coalescence and by +12% at 30000 s⁻¹.
